\section*{Transport and Quantum Lifetimes on a Helical Dirac Surface, part 2}

The level width of a surface state gives the quantum lifetime $\tau_q$, but the conductivity needs the transport lifetime $\tau_{tr}$. Here $1/\tau_q$ is the total rate of leaving a momentum state, so that the retarded self-energy has imaginary part $-\hbar/(2\tau_q)$, and $\tau_{tr}$ is the decay time of the current after the field is switched off. The question is how the two are related on a helical Dirac surface with weak, static disorder.

The surface, of area $A$, has the Hamiltonian
\begin{equation}
H=\hbar v(\sigma_xk_y-\sigma_yk_x)
=\hbar vk\,(\sigma_x\sin\varphi-\sigma_y\cos\varphi),
\label{eq:H}
\end{equation}
where $\varphi$ is the direction of $\mathbf k$ and $\sigma_x,\sigma_y$ are Pauli matrices acting on the spin. The Fermi energy $E>0$ is measured from the Dirac point. The impurities are scalar (they do not act on the spin) and of zero range, with independent random positions and signs; $u_0$ is an energy times an area.

A collision turns the electron by $\theta$, with an even weight $w(\theta)$, and $\langle F\rangle=\int_0^{2\pi}F(\theta)\,d\theta/(2\pi)$. The rates are
\begin{equation}
\frac1{\tau_q}=\gamma_0\langle w\rangle,\qquad
\frac1{\tau_{tr}}=\gamma_0\langle w(1-\cos\theta)\rangle .
\label{eq:two}
\end{equation}
With $\nu$ the density of states per area at the Fermi energy,
\begin{equation}
\gamma_0=\frac{2\pi}{\hbar}nu_0^2\nu=\frac{nu_0^2E}{\hbar^3v^2}.
\label{eq:gamma0}
\end{equation}
The comparison case called "fixed spin" has the same density of states but the same spin in every state; then $w=1$ and both lifetimes equal $1/\gamma_0$.

The mean cosine $\bar c$ of the scattering angle measures the memory of direction that survives a collision:
\begin{equation}
\tau_{tr}=\tau_q\,(1+\bar c+\bar c^{\,2}+\cdots)=\frac{\tau_q}{1-\bar c}.
\label{eq:memory}
\end{equation}

On the helical surface, exact reversal ($\theta=\pi$) is forbidden for any Hermitian potential that commutes with time reversal $T=-i\sigma_yK$, where $K$ is complex conjugation in the position representation and $T^2=-1$.

\section{Conductivity, causes and limits}

\subsection{Symbols and results carried over}

The surface has velocity $v$, Fermi energy $E$, Fermi wave number $k_F=E/(\hbar v)$ and density of states $\nu=E/(2\pi\hbar^2v^2)$ per area. Point impurities of density $n$ have strengths $\pm u_0$ with zero mean. The scattering angle is $\theta$, angular averages are written $\langle\cdots\rangle$, and the spin overlap gives the weight $w=(1+\cos\theta)/2$. The first half found
\begin{equation}
\frac{\tau_{tr}}{\tau_q}=\frac1{1-\bar c},\quad
\bar c=\frac{\langle w\cos\theta\rangle}{\langle w\rangle}=\frac12,\quad
\tau_q=\frac{2\hbar^3v^2}{nu_0^2E},\quad \tau_{tr}=2\tau_q .
\label{eq:recall}
\end{equation}
A convenient measure of the disorder is
\begin{equation}
g=\frac{\hbar}{E\tau_q}=\frac{nu_0^2}{2\hbar^2v^2},
\label{eq:g}
\end{equation}
which must be small for these results to apply. Close to the Dirac point this is not enough: the product of $g$ and the logarithm of the upper band limit divided by $E$ must be small too.

\subsection{Stage four: the conductivity}

Apply a uniform electric field $F$ along $x$. The electron charge is $-e$, so $\hbar\,dk_x/dt=-eF$. In the steady state the drift of the occupation $f$ balances the collisions. To first order in $F$ the drift acts on the equilibrium function $f_0(\varepsilon)$, for which $\partial f_0/\partial k_x=\hbar v\cos\varphi\,f_0'$:
\begin{equation}
-eFv\cos\varphi\,f_0'=-\frac{\delta f}{\tau_{tr}}
\quad\Rightarrow\quad
\delta f=eFv\tau_{tr}\cos\varphi\,f_0' .
\end{equation}
The right-hand side contains $\tau_{tr}$ because the drive is proportional to $\cos\varphi$, the harmonic that decays with this time. The current density is
\begin{equation}
j_x=-e\int d\varepsilon\,\nu\int\frac{d\varphi}{2\pi}\,v\cos\varphi\,\delta f
=e^2Fv^2\,\langle\cos^2\varphi\rangle\int d\varepsilon\,\nu\,\tau_{tr}\,(-f_0').
\end{equation}
At low temperature $-f_0'$ is a narrow peak of unit area at $E$, and $\langle\cos^2\varphi\rangle=1/2$. With $\nu\tau_{tr}=2\hbar/(\pi nu_0^2)$,
\begin{equation}
\sigma=\frac{e^2\nu v^2\tau_{tr}}2=\frac{e^2\hbar v^2}{\pi nu_0^2}
=\frac{e^2}{h}\,\frac{E\tau_q}{\hbar}=\frac{e^2}{h}\,\frac1g .
\label{eq:sigma}
\end{equation}
To lowest order in the disorder the Fermi energy has cancelled. Within this model a larger Fermi line offers more states at the Fermi energy to carry the current and, in the same proportion, more final states for scattering. The limit $n\to0$ gives an infinite conductivity, as it must when nothing else relaxes the current.

\subsection{Stage five: the same factor from Green functions}

A calculation that starts from a self-energy meets the factor of two as a correction to the current vertex. Let $z=E+i\Gamma$ with $\Gamma=\hbar/(2\tau_q)$, and write $H=\hbar vk\,s$, where $s=\sigma_x\sin\varphi-\sigma_y\cos\varphi$ and $s^2=1$. The retarded Green function is
\begin{equation}
G^R=\frac1{z-\hbar vks}=\frac{z+\hbar vks}{z^2-\hbar^2v^2k^2},
\end{equation}
and $G^A$ is its Hermitian conjugate. The lowest-order self-energy is $\Sigma=nu_0^2\int d^2k\,G^R/(2\pi)^2$. The term with $s$ averages to zero over directions. With $x=\hbar^2v^2k^2$, and hence $k\,dk=dx/(2\hbar^2v^2)$,
\begin{equation}
\Sigma=\frac{nu_0^2\,z}{4\pi\hbar^2v^2}\int_0\frac{dx}{z^2-x}.
\end{equation}
For $\Gamma\to0$ the imaginary part of the integrand is $-\pi\delta(x-E^2)$, so $\mathrm{Im}\,\Sigma=-nu_0^2E/(4\hbar^2v^2)=-\hbar/(2\tau_q)$, in agreement with \eqref{eq:recall}. The real part depends logarithmically on the upper limit, which a real band supplies. It shifts the energy by a fraction of order $g$ times that logarithm and is neglected.

For the conductivity, start from the Greenwood formula $\sigma=(\pi\hbar e^2/A)\,\mathrm{Tr}[v_x\delta(E-H_d)v_x\delta(E-H_d)]$, where $H_d$ includes the disorder and $v_x=\partial H/\partial(\hbar k_x)=-v\sigma_y$. Insert $\delta(E-H_d)=(G^A-G^R)/(2\pi i)$. The two mixed products are equal under the trace and give
\begin{equation}
\sigma\simeq\frac{\hbar e^2}{2\pi A}\,\langle\mathrm{Tr}[v_xG^Av_xG^R]\rangle_{\rm dis}.
\label{eq:kubo}
\end{equation}
The products $G^AG^A$ and $G^RG^R$ have their poles on one side of the real axis. Their integrals, such as $\int_0^\infty dx/(x-z^2)^2=-1/z^2$, stay finite for $\Gamma\to0$, so they contribute of order $e^2/h$, smaller than \eqref{eq:sigma} by a factor of order $g$.

In the disorder average, keep the terms in which impurity lines join $G^A$ to $G^R$ without crossing. One such line replaces $v_x$ by $nu_0^2\int d^2k\,G^Av_xG^R/(2\pi)^2$. The numerator, apart from the factor $-v$, is
\begin{equation}
(z^*+\hbar vks)\sigma_y(z+\hbar vks)
=|z|^2\sigma_y+\hbar vk(z^*\sigma_ys+z\,s\sigma_y)+\hbar^2v^2k^2\,s\sigma_ys .
\end{equation}
The middle term averages to zero. For the last one, $s\sigma_y+\sigma_ys=-2\cos\varphi$ gives $s\sigma_ys=-2\cos\varphi\,s-\sigma_y$. The average of $-2\cos\varphi\,s$ is $2\langle\cos^2\varphi\rangle\sigma_y=\sigma_y$, so the last term averages to zero as well. The line therefore multiplies the vertex by a number,
\begin{equation}
\lambda=\frac{nu_0^2|z|^2}{4\pi\hbar^2v^2}\int_0^\infty\frac{dx}{|z^2-x|^2}.
\end{equation}
Here $|z^2-x|^2=(x-E^2+\Gamma^2)^2+4E^2\Gamma^2$. With $\eta=\Gamma/E=g/2<1$, the integral is
\begin{equation}
\frac1{2E\Gamma}\left[\frac\pi2+\arctan\frac{1-\eta^2}{2\eta}\right]
=\frac{\pi-2\arctan\eta}{2E\Gamma},
\end{equation}
by the double-angle formula for the tangent. The prefactor is $(\eta/\pi)E^2(1+\eta^2)$, and so
\begin{equation}
\lambda=\frac{1+\eta^2}2\left(1-\frac2\pi\arctan\eta\right)\;\longrightarrow\;\frac12
\quad(\eta\to0).
\label{eq:lambda}
\end{equation}
This is the mean cosine $\bar c$. Repeated lines give $1+\lambda+\lambda^2+\cdots=1/(1-\lambda)\to2$, the same series as the memory of direction. For $g=0.001$, \eqref{eq:lambda} gives $\lambda=0.49984$ and a vertex factor of $1.99936$. The small difference from 2 shows the error of the limit $\eta\to0$ in this integral; it is not a complete correction to the lifetime ratio, since other terms of order $g$ were dropped.

The integral in \eqref{eq:kubo} with one corrected vertex equals $\lambda v_x/[(1-\lambda)nu_0^2]$ before the last multiplication by $v_x$. Since the spin trace of $v_x^2$ is $2v^2$,
\begin{equation}
\sigma=\frac{\hbar e^2}{2\pi}\,\frac{2v^2}{nu_0^2}\,\frac\lambda{1-\lambda}
\;\longrightarrow\;\frac{e^2\hbar v^2}{\pi nu_0^2},
\end{equation}
which is \eqref{eq:sigma}. Without the vertex correction the factor $1/(1-\lambda)$ is missing and the conductivity is halved.

\subsection{Stage six: is the zero at reversal the cause?}

Remove from isotropic scattering a window of half-width $\alpha$ around $\theta=\pi$. Then $\langle w\rangle=1-\alpha/\pi$ and $\langle w\cos\theta\rangle=\sin\alpha/\pi$, so that
\begin{equation}
\frac{\tau_{tr}}{\tau_q}=\frac{1-\alpha/\pi}{1-\alpha/\pi-\sin\alpha/\pi}\;\longrightarrow\;1
\quad(\alpha\to0).
\end{equation}
Forbidding reversal alone changes nothing. The width of the suppressed region matters.

A spin that winds three times around the Fermi line makes the same point within a band model that respects time reversal. Replace $\varphi$ by $3\varphi$ in the spin part of $H$, and keep a circular Fermi line with radial velocity. The overlap becomes $w=(1+\cos3\theta)/2$, which still vanishes at $\theta=\pi$. But $\langle w\cos\theta\rangle=0$, so $\bar c=0$ and the ratio is 1. Absence of exact backscattering is thus not sufficient for the factor of two. The single winding is what puts $\cos\theta$ into the overlap.

Next, tilt the spin out of the plane by a component $c$, as a mass term $\sigma_z$ does. For unit spin vectors $\mathbf S$ and $\mathbf S'$ the projectors $(1+\mathbf S\cdot\boldsymbol\sigma)/2$ give $w=(1+\mathbf S\cdot\mathbf S')/2$. Here $\mathbf S\cdot\mathbf S'=c^2+(1-c^2)\cos\theta$, hence
\begin{equation}
\langle w\rangle=\frac{1+c^2}2,\quad
\langle w\cos\theta\rangle=\frac{1-c^2}4,\quad
\frac{\tau_{tr}}{\tau_q}=\frac{2(1+c^2)}{1+3c^2}.
\end{equation}
Reversal is now allowed with weight $w(\pi)=c^2$. For $c=0.5$ this weight is $0.25$ and the ratio is $2.5/1.75\approx1.43$. The limits $c=0$ and $c=1$ return the helical value 2 and the fixed-spin value 1.

Then give the impurities a finite range, with the Fourier transform $u_0e^{-q^2\xi^2/2}$. On the Fermi line $q^2=2k_F^2(1-\cos\theta)$, so the helical weight gains a factor proportional to $e^{a\cos\theta}$ with $a=2k_F^2\xi^2$. Let $I_m=\langle e^{a\cos\theta}\cos m\theta\rangle$, the modified Bessel functions of argument $a$. Up to a common factor,
\begin{equation}
\langle w\rangle=\frac{I_0+I_1}2,\qquad
\langle w(1-\cos\theta)\rangle=\tfrac12\langle e^{a\cos\theta}\sin^2\theta\rangle=\frac{I_1}{2a},
\end{equation}
where the last step is an integration by parts. The ratio is $a(1+I_0/I_1)$. For small $a$, $I_0\approx1$ and $I_1\approx a/2$, which gives $2+a$ and recovers 2 for zero range. At $k_F\xi=0.5$, where $a=0.5$, the ratio is $2.56$. Reversal is forbidden here too, yet the ratio is no longer 2.

\subsection{A worked surface}

Take round model parameters: $v=5\times10^5\,\mathrm{m\,s^{-1}}$, $E=0.1$ eV, $n=0.05\,\mathrm{nm^{-2}}$ and $u_0=0.2\,\mathrm{eV\,nm^2}$. They describe no particular material. The Fermi wave number is $k_F=0.304\,\mathrm{nm^{-1}}$, so $\hbar v=E/k_F=0.329$ eV nm, and
\begin{equation}
g=\frac{nu_0^2}{2(\hbar v)^2}=\frac{0.05\times0.2^2}{2\times0.329^2}=0.0092 .
\end{equation}
The level half-width is $\hbar/(2\tau_q)=gE/2=0.46$ meV. The lifetimes are
\begin{equation}
\tau_q=\frac{\hbar}{gE}=0.71\ \mathrm{ps},\qquad \tau_{tr}=2\tau_q=1.43\ \mathrm{ps},
\end{equation}
and the mean free paths $v\tau_q$ and $v\tau_{tr}$ are about 0.36 and 0.71 $\mu$m. With a fixed spin and the same density of states, both lifetimes would be $1/\gamma_0=\tau_q/2=0.36$ ps. The helical overlap thus lengthens the transport lifetime fourfold: one factor of two comes from fewer collisions, the other from their smaller mean effect on the current.

The conductivity is $1/g=108$ in units of $e^2/h$, or 4.2 mS, and the sheet resistance is about 240 $\Omega$. Had $\tau_q$ been put in the place of $\tau_{tr}$, the resistance would have come out twice as large.

\subsection{Where the factor of two fails}

The golden rule treats each impurity to lowest order. A second scattering from the same impurity brings a factor $u_0\int d^2k\,G^R/(2\pi)^2$, whose imaginary part has the size $\pi\nu u_0/2=0.046$ in the example. Its real part grows with the logarithm of the upper band limit and has the size 0.07 for a limit of 1 eV, so the factor is small but not fixed by the imaginary part alone. The integral is proportional to the identity in spin space, and so is the sum of all repeated scatterings from one point impurity. Such scatterings change both lifetimes but leave the angular weight, and hence the ratio, unchanged at lowest order in $n$. In the example, averaged over both signs of the strength, they raise both rates by about 1\% for a limit of 1 eV and by about 3\% for a limit of 3 eV, so the third digit of the worked transport lifetime and conductivity belongs to the lowest-order formulas only.

The spin character of the disorder matters more. If the impurities couple through $\sigma_z$, the matrix element is $(1-e^{-i\theta})/2$ and the weight is $\sin^2(\theta/2)$. Then $\bar c=-1/2$ and the ratio is $2/3$. Such a potential changes sign under time reversal, so the argument that forbids reversal does not apply.

The derivation also assumes a circular Fermi line, elastic scattering, and no bulk states or second surface into which electrons can scatter. If one of these fails, the final states and their weights must be found anew. Crossed impurity lines, which describe quantum interference, were left out. Within these limits, a level width caused by this elastic scattering can be turned into a conductivity once the Fermi energy and the mean cosine are known, and for zero-range scalar disorder on the helical surface that cosine is one half.
